\section*{High Synergy Does Not Prove Self-Limited Atomic Layer Etching}

\section{The decision and the quantity used to make it}

A calculation of etch depth needs a removal for each cycle of atomic layer etching. If the removal has nearly stopped rising with ion time, one value can serve for a range of ion times. If it has not, the ion time has to be followed, because a longer ion step etches deeper in every cycle. High synergy is a tempting licence for the first choice. The example below has a synergy of 94\% at an ion time of 30 s, yet its removal per cycle rises from 0.56 nm at 30 s to 3.41 nm at 300 s.

Let $E(t)$ be the thickness removed in a cycle with ion time $t$. The dose time and ion flux are held fixed. Let $\alpha$ be the removal by the dose alone, and $\beta(t)$ the removal by ions alone on undosed material for the same ion time. The excess and the synergy are
\begin{equation}
X=E-\alpha-\beta,\qquad
S=1-\frac{\alpha+\beta}{E}=\frac{X}{E}.
\label{eq:S}
\end{equation}
Here, self-limitation in ion time means that $X(t)$ stays bounded as $t$ increases. Ordinary sputtering has been subtracted, since it continues on any bombarded surface when the ion energy exceeds the sputtering threshold.

These definitions already separate two questions. Synergy asks what fraction of the removal exceeds the sum of the two separate removals. Self-limitation asks how that excess changes with time. A single value of $S$ answers the first question and leaves the second open.

\section{A reservoir that ions empty and residual gas refills}

Consider silicon dosed with chlorine and then bombarded by argon ions. After the dose, chlorine occupies a surface pool and a subsurface pool, with areal densities $a$ and $b$. The surface pool has capacity $A$ and starts full; the subsurface pool starts at $B$. Ion mixing carries subsurface chlorine to the surface at rate $\mu$, and surface chlorine leaves as a silicon chloride at rate $\kappa$. Residual chlorine gas is taken up and knocked into the subsurface pool at a rate $F$ per unit area. Thus
\begin{align}
\dot b&=F-\mu b, & b(0)&=B,\label{eq:b}\\
\dot a&=\mu b-\kappa a, & a(0)&=A.\label{eq:a}
\end{align}
The reservoir is fully reactive: every chlorine atom that leaves it reaches the surface and departs with silicon.

Let $s$ be the number of chlorine atoms per removed silicon atom, $n$ the silicon number density, and $J$ the ion flux. Silicon atoms not covered by chlorine are sputtered with yield $Y_s$ per ion. The ion-step removal $h$ then obeys
\begin{equation}
n\dot h=\frac{\kappa a}{s}+Y_sJ\left(1-\frac aA\right).
\label{eq:h}
\end{equation}
On a full surface the first term is $\kappa A/s=JY_r$, which defines the chlorinated yield $Y_r$. The cycle removes $E=\alpha+h$.

The clean ion-only control has $a=b=F=0$, so $\beta=Y_sJt/n$. Subtracting its rate from Eq.~\eqref{eq:h} gives
\begin{align}
n\dot X&=\frac{\kappa a}{s}-\frac{Y_sJ}{A}a
=\frac{\kappa a}{s}\left(1-\frac{sY_sJ}{\kappa A}\right)\nonumber\\
&=(1-\varepsilon)\frac{\kappa a}{s},\qquad
\varepsilon=\frac{sY_sJ}{\kappa A}=\frac{Y_s}{Y_r}.
\label{eq:Xdot}
\end{align}
The factor $1-\varepsilon$ appears because chlorine-covered sites do not also undergo bare-surface sputtering. We take $0\le\varepsilon<1$.

To find the total excess, add Eqs.~\eqref{eq:b} and \eqref{eq:a}. The transfer $\mu b$ cancels:
\begin{equation}
\dot a+\dot b=F-\kappa a.
\end{equation}
Integration from $0$ to $t$ gives
\begin{equation}
\kappa\int_0^t a\,dt'=A+B+\int_0^tF\,dt'-a(t)-b(t),
\end{equation}
and Eq.~\eqref{eq:Xdot}, with $X(0)=0$, becomes
\begin{equation}
X(t)=\frac{1-\varepsilon}{sn}
\left[A+B+\int_0^tF\,dt'-a(t)-b(t)\right].
\label{eq:balance}
\end{equation}
This is a chlorine account: initial stock plus supply minus what remains. Without supply, $X$ cannot exceed $(1-\varepsilon)(A+B)/(sn)$, however reactive the reservoir is. High reactivity empties a finite stock sooner; it does not enlarge it.

\section{The counter-example in numbers}

For constant $F$, multiply Eq.~\eqref{eq:b} by $e^{\mu t}$ and integrate:
\begin{equation}
b=\frac F\mu+\left(B-\frac F\mu\right)e^{-\mu t}.
\label{eq:bsol}
\end{equation}
Hence $\mu b=F+(\mu B-F)e^{-\mu t}$. Multiply Eq.~\eqref{eq:a} by $e^{\kappa t}$, insert this source, and integrate, for $\kappa\ne\mu$:
\begin{align}
a&=Ae^{-\kappa t}+\frac F\kappa(1-e^{-\kappa t})
+c\,(e^{-\mu t}-e^{-\kappa t}),\label{eq:asol}\\
c&=\frac{\mu B-F}{\kappa-\mu}.\nonumber
\end{align}

The round model parameters are $J=10\ \mathrm{nm^{-2}s^{-1}}$, $Y_r=0.5$, $Y_s=0.005$, $s=2$, $A=10\ \mathrm{nm^{-2}}$, $B=20\ \mathrm{nm^{-2}}$ and $\mu=0.2\ \mathrm{s^{-1}}$. They give $\kappa=sJY_r/A=1\ \mathrm{s^{-1}}$ and $\varepsilon=0.01$. The silicon density is $n=49.94\ \mathrm{nm^{-3}}$, so $sn=99.88\ \mathrm{nm^{-3}}$. A 10 s dose etches spontaneously at $10^{-4}$ nm/s, which makes $\alpha=0.001$ nm.

The supply comes from residual $\mathrm{Cl_2}$ at pressure $p=10^{-6}$ Torr and temperature $T=300$ K. Kinetic theory gives a molecular flux $p/\sqrt{2\pi mk_BT}$, where $m$ is the molecular mass. Two atoms per molecule make an atomic flux of $4.82\ \mathrm{nm^{-2}s^{-1}}$. An assumed uptake probability of 0.2 gives $F=0.963\ \mathrm{nm^{-2}s^{-1}}$. The sealed process has $F=0$; the leaking process keeps this $F$ throughout the ion step. All other settings are the same, including $A$ and $B$: chlorine left at the end of an ion step is assumed not to add to the stock of the next cycle. If it did, the leaking process, which leaves more behind, would remove somewhat more per cycle.

At 30 s, $e^{-\mu t}=e^{-6}=0.00248$. In the leaking process Eqs.~\eqref{eq:bsol} and \eqref{eq:asol} leave $b=4.85$ and $a=0.97\ \mathrm{nm^{-2}}$. The supply has delivered $Ft=28.9\ \mathrm{nm^{-2}}$, so
\begin{equation}
X=\frac{0.99}{99.88}(30+28.9-4.85-0.97)\ \mathrm{nm}
=0.526\ \mathrm{nm}.
\end{equation}
The ions alone remove $\beta=0.030$ nm. Adding $\alpha$ gives $E=0.557$ nm and $S=0.526/0.557=94.4\%$. In the sealed process almost the whole initial stock has been used, $X=0.297$ nm, and $E=0.328$ nm. Its synergy is 90.5\%.

\begin{center}
\begin{tabular}{rrrrrr}
\hline
$t$ & $\beta$ & \multicolumn{2}{c}{sealed} & \multicolumn{2}{c}{leaking}\\
(s) & (nm) & $E$ (nm) & $S$ (\%) & $E$ (nm) & $S$ (\%)\\
\hline
30 & 0.030 & 0.328 & 90.5 & 0.557 & 94.4\\
300 & 0.300 & 0.599 & 49.7 & 3.406 & 91.2\\
3000 & 3.004 & 3.302 & 9.0 & 31.893 & 90.6\\
\hline
\end{tabular}
\end{center}

The self-limited process has the lower synergy at each time. Its excess stops at 0.297 nm (2.97 \AA), while sputtering continues. The leaking process keeps its synergy because its excess and its sputtering both grow in proportion to time at late times.

This ordering is not peculiar to the three chosen times. Subtract the sealed equations from the leaking ones. The differences in the two pools start at zero and are driven by $F>0$, so both are positive for $t>0$. By Eq.~\eqref{eq:Xdot}, the leaking excess is therefore larger. Since $\alpha$ and $\beta$ are shared and $X/(\alpha+\beta+X)$ increases with $X$, the leaking synergy is larger too.

In the leaking process the individual removals are small relative to the cycle, not necessarily small in absolute terms. At 300 s the ions alone remove 0.30 nm, about 9\% of the leaking cycle's 3.41 nm.

\section{The general statement and its proof}

Let $F(t)$ be non-negative and bounded by $F_m$, with $\kappa,\mu>0$, $\mu B<\kappa A$ and $F_m<\kappa A$. Within the two-pool model:
\begin{enumerate}
\item $X(t)$ is bounded if and only if $\int_0^\infty F\,dt$ is finite.
\item If $Y_s>0$ and $X$ is bounded, then $S\to0$ as $t\to\infty$. Hence synergy that stays above some positive value at arbitrarily long ion times implies an unbounded excess.
\item If $F$ is constant and positive, $X$ finally grows at the rate $(1-\varepsilon)F/(sn)$.
\end{enumerate}

\emph{Proof.} First, the pools remain bounded. The solution of Eq.~\eqref{eq:b} is
\begin{align}
b(t)&=Be^{-\mu t}+\int_0^te^{-\mu(t-t')}F(t')\,dt'\nonumber\\
&\le Be^{-\mu t}+\frac{F_m}{\mu}(1-e^{-\mu t})
\le\max\left(B,\frac{F_m}{\mu}\right).
\end{align}
The last step holds because the preceding expression is a weighted average of $B$ and $F_m/\mu$. It follows that $\mu b\le\max(\mu B,F_m)<\kappa A$. If $a$ reached $A$, Eq.~\eqref{eq:a} would give $\dot a<0$, so $a$ cannot rise above its capacity. Neither pool can become negative, since its loss vanishes when it is empty.

In Eq.~\eqref{eq:balance}, $a+b$ therefore lies between fixed bounds. The supply integral is the one term that can grow without limit, which proves the first statement. For constant $F$, Eqs.~\eqref{eq:bsol} and \eqref{eq:asol} make the pools constant at late times (for $\kappa=\mu$ the last term of $a$ becomes $(\mu B-F)\,te^{-\mu t}$, which also vanishes), and differentiating Eq.~\eqref{eq:balance} proves the third.

For the second statement, suppose $X\le M$ at all times. Then
\begin{equation}
S=\frac{X}{\alpha+\beta+X}\le\frac{M}{\alpha+\beta+M}\longrightarrow0,
\end{equation}
because $\beta=Y_sJt/n$ grows without limit. If $S$ does not tend to zero, no such $M$ exists. \hfill$\square$

For constant supply, divide the final excess rate by the sum of the excess and sputter rates:
\begin{equation}
S_\infty=\frac{(1-\varepsilon)F}{(1-\varepsilon)F+sY_sJ}.
\label{eq:Sinf}
\end{equation}
Here the numerator is $0.99\times0.963=0.954$ and $sY_sJ=0.1$, both in $\mathrm{nm^{-2}s^{-1}}$, so $S_\infty=90.5\%$. This high plateau measures the ratio of two continuing rates.

The second statement uses only the definition of $S$ and the unlimited growth of $\beta$, so it does not depend on the two-pool model. The chlorine balance also survives a change of transport law, provided that chlorine leaves only with silicon and $s$ is fixed. The factor $1-\varepsilon$ in Eq.~\eqref{eq:balance} further requires a release rate proportional to $a$. If $N$ is the total chlorine stock and $R$ the rate at which chlorine leaves as product, then $\dot N=F-R$, whatever happens below the surface.

A depth-resolved calculation tests this beyond two pools. It follows chlorine through 3 nm of silicon, closed at the bottom, with diffusion at $0.1\ \mathrm{nm^2s^{-1}}$, surface recession, a return flow from the surface pool at $0.1\ \mathrm{s^{-1}}$ and a saturating surface reaction $\kappa a/(1+a/A)$. The surface pool is not capped at $A$ here and briefly exceeds it at the start, so the calculation tests the chlorine count, not the early kinetics. Sputtering is absent, the initial stock is again $30\ \mathrm{nm^{-2}}$, and the same $F$ is deposited around 1 nm deep. The sealed case finally removes 0.3004 nm, in agreement with $30/99.88$. The leaking case settles at 0.00965 nm/s, in agreement with $F/(sn)$.

\section{Where the synergy signal fails}

\subsection{No physical sputtering}

If $Y_s=0$, then $\beta=0$ and $S=X/(\alpha+X)$. A small $\alpha$ now makes synergy high whether $X$ is bounded or not. At 300 s the sealed process has $S=99.67\%$ and the leaking process $S=99.97\%$. Working below the sputtering threshold thus removes the decline that would have distinguished them.

\subsection{A supply that dies away}

A long-time limit $S\to0$ does not prove self-limitation either. Let $F=F_0/(1+t/\tau)$, with $F_0$ equal to the previous constant supply. Then
\begin{equation}
\int_0^tF\,dt'=F_0\tau\ln\left(1+\frac t\tau\right),
\end{equation}
which diverges. The excess is unbounded, but it grows logarithmically while $\beta$ grows linearly, so $S\to0$. For $\tau=30$ s the excess grows by 0.66 nm between $10^5$ and $10^6$ s, and $S$ has fallen to 0.33\% at the end. These times display the mathematical limit; they are not process times.

For $F=F_0e^{-t/\tau}$ the integral is $F_0\tau$. With the same $\tau$ it adds $28.9\ \mathrm{nm^{-2}}$ of chlorine to the initial 30, and the final excess is $0.99\times58.9/99.88=0.584$ nm. This process is self-limited in ion time, though its limit is nearly twice that of the sealed process. The time integral of the supply decides the matter, not its initial size.

\subsection{A reservoir filled by longer doses}

Self-limitation in ion time says nothing about dose time. With $F=0$, the limiting excess is $(1-\varepsilon)(A+B)/(sn)$. If a longer dose increases $B$, this limit increases as well (within $\mu B<\kappa A$, as the model requires), although every individual ion step exhausts a finite stock. Saturation must therefore be established separately for the two steps.

\section{What the controls and a second ion time reveal}

The ion-only control above is clean: it contains neither a previous dose nor residual chlorine. Suppose instead that it starts on undosed silicon but has the same supply $F$ as the cycle, and call its removal $\beta_F$. The difference between cycle and control then obeys the pool equations without supply, starting from $A$ and $B$, because $F$ cancels on subtraction. Hence
\begin{equation}
E-\alpha-\beta_F\longrightarrow\frac{(1-\varepsilon)(A+B)}{sn}.
\end{equation}
The difference is bounded while $E$ grows, so the synergy calculated with this control tends to zero. At 30 s the control removes 0.259 nm and the apparent synergy is 53.3\%, instead of 94.4\%. At 300 s it removes 3.108 nm and the synergy is 8.7\%. The claim that removal by each step alone stays minor therefore depends on excluding the supply from the ion-only control. Comparing clean and contaminated controls exposes the leak.

If the supply is constant, and $s$, $\varepsilon$ and the sputter rate are known, a second ion time gives a measurement of $F$. Once the pools are steady, the slope of $E$ is the sputter rate plus the excess rate, and
\begin{equation}
F=\frac{sn}{1-\varepsilon}\left(\frac{dE}{dt}-\frac{Y_sJ}{n}\right).
\label{eq:slope}
\end{equation}
Between 150 and 300 s the leaking slope is 0.010551 nm/s and the sputter rate is 0.001001 nm/s. Their difference, 0.00955 nm/s, returns $F=0.963\ \mathrm{nm^{-2}s^{-1}}$. The sealed slope equals the sputter rate to the digits given.

Both times must be long compared with $1/\mu$ and $1/\kappa$, here 5 s and 1 s. A reservoir that drains slowly would otherwise look like a supply. More generally, the total chlorine stock must be steady. A deep layer that is still filling hides part of the supply: in the depth-resolved model, moving the closed bottom from 3 nm to 10 nm puts the slope between 150 and 300 s about 8\% below $F/(sn)$. No finite set of times can establish a limit at infinite time. But $E$ never decreases with ion time, so two measured values bound its change for all ion times between them, which is what the depth calculation needs.

\section{Reading the example beside a real process}

Chlorine dosing followed by argon ions of some tens of electronvolts is a real way to etch silicon in cycles, and removals of a few tenths of a nanometre to about a nanometre per cycle are a rough typical range. The parameters here represent ions near 40 eV, but the yields, pool sizes and uptake probability are rough choices, not measurements of one reactor. Ion steps of 300 and 3000 s are far longer than usual and serve as overexposure tests. The assumption most exposed to doubt is constant residual pressure: chlorine desorbing from chamber walls can decline as the chamber is pumped. With exponential decay over 30 s, the excess can never pass 0.584 nm, whereas constant supply gives 3.10 nm at 300 s.

Several omitted effects can be sized for the constant supply. If occupied surface sites block uptake, $F$ becomes $F(1-a/A)$. The steady condition $F(1-a/A)=\kappa a$ then divides the excess rate by $1+F/(\kappa A)=1.096$, giving 0.00871 nm/s. If a fifth of the departing chlorine takes no silicon with it, leaving by an extra channel while product release stays at $\kappa a$, the rate falls by a fifth, to 0.00764 nm/s. Recession of the surface into a reservoir 1 nm deep speeds the transfer of chlorine, but leaves the late rate at 0.00955 nm/s, as the balance requires. With all three effects the late rate is 0.0071 nm/s, 26\% below the simple model, and $S$ at 300 s is still 88.5\%. Applied to such a process, Eq.~\eqref{eq:slope} would underestimate $F$ by the same 26\%.

Other contributions can be estimated roughly. With argon at 5 mTorr, and if chlorine were ionised only in proportion to its pressure, chlorine arriving as ions would supply $0.004\ \mathrm{nm^{-2}s^{-1}}$, about 0.4\% of $F$. Chlorine ionises more easily than argon, so the actual supply can be several times larger. Spontaneous etching at the dose-step rate would add 0.003 nm in a 30 s ion step. The kinetic energy of the ions delivers 6.4 mW/cm$^2$; if radiation from one face of emissivity 0.7 were the sole cooling, a linear estimate of the warming above surroundings at 300 K is about 15 K. The effect of that warming on the rates is not included.

For the depth calculation, a fixed removal per cycle is justified when the largest total slope $dE/dt$ within the range of ion times, multiplied by the width of that range, is small compared with the permitted depth error per cycle. At the leaking slope, a spread of 10 s at late times changes each cycle by 0.11 nm; at the sealed slope it changes it by 0.01 nm. The full set of computed values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Si density n = 49.94 nm^-3; Cl per Si s = 2
Ion energy = 40 eV; flux J = 10.0 nm^-2 s^-1
Yields per ion: chlorinated Yr = 0.500, bare Ys = 0.005
Yield ratio eps = 0.0100
Pools after dose: A = 10.0, B = 20.0 nm^-2
Rates: kappa = 1.000, mu = 0.200 s^-1
Dose: 10 s at 1.0e-04 nm/s
Dose-only removal alpha = 0.0010 nm
Residual Cl2 = 1.0e-06 Torr at 300 K
Arriving Cl atoms = 4.817 nm^-2 s^-1
Uptake probability = 0.20; supply F = 0.9634 nm^-2 s^-1
Bare sputter rate = 0.001001 nm/s
Steady leaking pools: a = 0.963, b = 4.817 nm^-2
t = 30 s: ion-only beta = 0.0300 nm
  sealed: E = 0.3278 nm, S = 90.53 %
  leaking: E = 0.5571 nm, S = 94.43 %
  leaking, contaminated control: S = 53.26 %
  contaminated ion-only removal = 0.2594 nm
t = 300 s: ion-only beta = 0.3004 nm
  sealed: E = 0.5987 nm, S = 49.67 %
  leaking: E = 3.4063 nm, S = 91.15 %
  leaking, contaminated control: S = 8.73 %
  contaminated ion-only removal = 3.1079 nm
t = 3000 s: ion-only beta = 3.0036 nm
  sealed: E = 3.3020 nm, S = 9.01 %
  leaking: E = 31.8933 nm, S = 90.58 %
  leaking, contaminated control: S = 0.93 %
  contaminated ion-only removal = 31.5950 nm
Sealed excess limit = 0.2974 nm = 2.974 angstrom
Leaking excess rate = 0.009550 nm/s
Leaking long-time synergy = 90.51 %
Slope 150-300 s: sealed 0.001001, leaking 0.010551 nm/s
Supply recovered from slope = 0.9634 nm^-2 s^-1
No sputtering, 300 s: sealed S = 99.67 %
No sputtering, 300 s: leaking S = 99.97 %
Supply decay time = 30 s
Exponential decay: final excess = 0.5838 nm
1/t decay: excess growth 1e5 to 1e6 s = 0.6596 nm
1/t decay: S at 1e6 s = 0.327 %
Depth model: sealed final removal = 0.3004 nm
Depth model: leaking late rate = 0.009646 nm/s
Variants: E at 30 s (nm), late excess rate (nm/s), S at 300 s (%)
  site blocking: 0.5157, 0.008710, 90.40
  recession, 1 nm reservoir: 0.5598, 0.009550, 91.16
  20% Cl lost without Si: 0.4534, 0.007640, 89.19
  all three: 0.4277, 0.007093, 88.47
Argon pressure = 5.0e-03 Torr
Cl supplied as ions, estimate = 0.0040 nm^-2 s^-1
Spontaneous etch in 30 s ion step, at dose rate = 0.0030 nm
Ion heat = 6.41 mW/cm^2; emissivity = 0.7
Radiation-only heating estimate = 14.9 K
\end{verbatim}
